# Merz's activation field is not a coercive field: a referee's comment

**The argument under review.** The manuscript considers a ferroelectric film capacitor whose switching time at constant field follows Merz's law,

$$t_{\rm M}=\tau_0\,e^{E_a/E},\qquad E_a=800\ \text{kV/cm},\quad \tau_0=1\ \text{ns}.$$

It then reasons as follows. "The exponential is governed by $E_a$. Below $E_a$ the domains are frozen, and above it they switch, so $E_a$ is the film's coercive field. Disturb pulses of 1 µs at 56 kV/cm lie fourteen times below this threshold and are harmless, however many are applied. That a hysteresis loop crosses zero polarization at a much smaller field must be due to defects."

The law is acceptable within its range, but the conclusions do not follow from it. I set out below what $E_a$ measures, and what field the same law predicts for half switching.

**What the activation field measures**

Let $E>0$ denote a field opposing the initial polarization, so that it favours the reversed state. A domain wall advances by one layer of thickness $b$ when a small reversed patch forms on it and spreads. Take the patch as a disc of radius $r$. Reversing a polarization of magnitude $P$ changes the field energy per volume from $+PE$ to $-PE$, a gain of $2PE$. The rim, of area $2\pi rb$, costs a step energy $\sigma$ per area. This $\sigma$ is an effective constant: it must include the electrostatic energy of the bound charge on the rim, and the variation of that energy per rim length with $r$ is neglected. Hence

$$\Delta G(r)=2\pi r b\sigma-2PE\,\pi r^2 b .$$

Setting $d\Delta G/dr=2\pi b\sigma-4\pi PEbr$ to zero gives $r^*=\sigma/(2PE)$. The second derivative, $-4\pi PEb$, is negative, so this is a maximum, and the barrier is

$$U^*=\frac{\pi b\sigma^2}{PE}-\frac{\pi b\sigma^2}{2PE}=\frac{\pi b\sigma^2}{2PE}.$$

The barrier is finite at every $E>0$. A weaker field makes nucleation rarer but does not forbid it.

The nucleation rate per area is $J\propto e^{-U^*/kT}$. If one nucleus fills a whole layer before the next appears, the speed of a wall of given area is proportional to $J$. The area also enters the prefactor, and its change as a domain grows is neglected below. If many nuclei merge, let their edges move at speed $c$. A nucleus born at $t'$ would cover $\pi c^2(t-t')^2$ at time $t$, so the mean number of nuclei covering a given point is

$$\int_0^t J\pi c^2(t-t')^2dt'=\frac{\pi Jc^2t^3}{3}.$$

For independent random nuclei this number is Poisson distributed, and the point is still uncovered with probability $\exp(-\pi Jc^2t^3/3)$. Half the layer is filled at $t=[3\ln2/(\pi Jc^2)]^{1/3}$, so the wall speed varies as $J^{1/3}$. If the field dependence of $c$ and of the prefactors is neglected, both cases read

$$v=v_0e^{-U^*/(mkT)}=v_0e^{-E_a/E},\qquad E_a=\frac{\pi b\sigma^2}{2mPkT},$$

with $m=1$ for single and $m=3$ for merging nuclei. The neglect matters if the edges themselves move by thermal activation: since $v\propto J^{1/3}c^{2/3}$ for merging nuclei, a factor $e^{-E_e/E}$ in $c$ would add $2E_e/3$ to the measured slope.

Since $U^*/(mkT)=E_a/E$, the field $E=E_a$ is where the barrier equals $mkT$. This is a comparison of two energies, not the onset of motion. The temperature dependence says the same: at fixed $\sigma$, $P$ and $b$, $E_a\propto1/T$ diverges as $T\to0$, which a static limit of the crystal's stability would not do.

Nor does the law show an edge at $E_a$. With $z=E/E_a$, the rate is proportional to $g=e^{-1/z}$, and

$$g'=\frac{g}{z^2},\qquad g''=g\left(\frac1{z^4}-\frac2{z^3}\right).$$

The curvature vanishes at $z=1/2$, so the inflection lies at $E_a/2$, and it too is a smooth point. At $E_a$ itself the Merz time is $e\tau_0=2.7$ ns. A field that switches the film in a few nanoseconds is a poor candidate for the field at which switching begins.

**From wall speed to a coercive field**

A coercive field needs a criterion. I use half switching: equal areas of both polarizations, hence zero net switchable polarization. Assume that $N$ randomly placed nuclei per area are present when each reversal starts, that the domains pass through the film, and that they grow as discs of radius $R=\int v\,dt$, with $v$ following the field instantly. The inward pull of a curved wall's own energy is neglected; its size is estimated in the section on real films. A point is unswitched if no nucleus lies within $R$ of it. By the same Poisson argument the switched fraction is

$$p=1-e^{-\pi NR^2}=1-e^{-s^2},\qquad s=R\sqrt{\pi N}.$$

With $\tau_0=1/(v_0\sqrt{\pi N})$,

$$s=\frac1{\tau_0}\int e^{-E_a/E(t)}\,dt .$$

Half switching requires $e^{-s^2}=1/2$, or $s=\sqrt{\ln2}$. The Merz time corresponds to $s=1$, which is 63% switched. This small difference of criterion is kept below.

For a rectangular pulse of length $t$ the integral is $s=(t/\tau_0)e^{-E_a/E}$. Setting it to $\sqrt{\ln2}$ and taking the logarithm gives

$$E_c(t)=\frac{E_a}{\Lambda},\qquad \Lambda=\ln\frac{t}{\tau_0\sqrt{\ln2}},\qquad t>\tau_0\sqrt{\ln2}.$$

This is the quantity the manuscript should call coercive, and it contains the pulse length. For 1 ms, $t/(\tau_0\sqrt{\ln2})=1.20\times10^6$, so $\Lambda=14.0$ and $E_c=800/14.0=57.1$ kV/cm. The same arithmetic for other pulses gives:

| Pulse length | $E_c$ (kV/cm) | $E_c/E_a$ |
|---|---:|---:|
| 1 µs | 112.8 | 0.141 |
| 1 ms | 57.1 | 0.071 |
| 1 s | 38.3 | 0.048 |

Across a 200 nm film the 1 ms value is 1.14 V, whereas $E_a$ corresponds to 16 V. Continuing the formula to ten years gives 19.8 kV/cm. That is an extrapolation of the law and not a retention forecast, but it shows that the law itself supplies no floor.

Because $d\Lambda/d\ln t=1$,

$$\frac{d\ln E_c}{d\ln t}=-\frac1\Lambda=-\frac{E_c}{E_a}.$$

The ratio $E_c/E_a$ is therefore the sensitivity of the coercive field to measuring time. A large $E_a$ at given $E_c$ means a weak time dependence, and this is the useful content of the activation field. The two fields coincide when $\Lambda=1$, for a pulse of length $e\sqrt{\ln2}\,\tau_0$. That is one particular pulse length, with no special physics attached to it.

**Why the data look like a threshold**

The manuscript's impression of a sharp onset has a real cause. For a fixed pulse length, a fraction $q$ is switched when $s_q=\sqrt{-\ln(1-q)}$, so

$$\frac1{E_q}=\frac1{E_a}\ln\frac{t}{\tau_0s_q}.$$

Subtracting this expression at $q=0.9$ from that at $q=0.1$ removes $t$:

$$\frac1{E_{10}}-\frac1{E_{90}}=\frac1{E_a}\ln\frac{s_{90}}{s_{10}}
\quad\Rightarrow\quad
E_{90}-E_{10}=\frac{E_{10}E_{90}}{E_a}\ln\frac{s_{90}}{s_{10}}\approx\frac{E_c^2}{E_a}\ln\frac{s_{90}}{s_{10}} .$$

The last form replaces $E_{10}E_{90}$ by $E_c^2$. The logarithm is $\tfrac12\ln(\ln0.1/\ln0.9)=1.54$. At 1 ms the estimate is 6.3 kV/cm; the fields themselves are 53.5 and 59.7 kV/cm, 6.2 kV/cm apart.

The step is narrow relative to $E_c$ because $E_c\ll E_a$. It is also movable: shortening the pulse from 1 ms to 1 µs shifts its centre from 57.1 to 112.8 kV/cm, about nine times its width at 1 ms. A sharp step at one pulse length is thus no evidence for a threshold, and still less for one at $E_a$.

**The disturb pulses**

The proposed disturb field, 56.4 kV/cm to one more digit, is half the 1 µs coercive field. Write $A=t/(\tau_0\sqrt{\ln2})$ for the 1 µs pulse, so that $e^{E_a/E_c}=A$. At half the coercive field the exponent doubles, and each pulse contributes

$$\Delta s=\frac{t}{\tau_0}e^{-2E_a/E_c}=\frac{t}{\tau_0A^2}=\frac{\sqrt{\ln2}}{A}.$$

If domains keep their size between pulses, about $A$ pulses add up to $s=\sqrt{\ln2}$. Here $A=1000/0.8326\approx1201$, and the first whole number of pulses to reach half switching is 1202. Their combined duration is 1.2 ms, in keeping with the 1 ms entry of the table. A tenth of the area is switched sooner: since $s$ grows in proportion to the number of pulses, and $s=\sqrt{-\ln0.9}=0.325$ suffices, 469 pulses are enough. At exactly 56 kV/cm the two counts become 1333 and 520. Under the manuscript's own law, with wall tension neglected and no relaxation between pulses, "harmless, however many" is therefore wrong. Relaxation between pulses could raise the number, but that would have to be measured; a comparison with $E_a$ cannot establish it.

**The hysteresis loop**

A loop is taken with a changing field, so the pulse formula does not apply directly. Let the field rise from zero as $E=Qt$. With $dt=dE/Q$ and then $u=E_a/E$, $dE=-E_a\,du/u^2$,

$$s=\frac1{Q\tau_0}\int_0^{E_c}e^{-E_a/E}dE
=\frac{E_a}{Q\tau_0}\int_x^\infty\frac{e^{-u}}{u^2}du,\qquad x=\frac{E_a}{E_c}.$$

The minus sign has been absorbed by reversing the limits. Substituting $u=xw$ turns the last integral into $E_2(x)/x$, where $E_2(x)=\int_1^\infty e^{-xw}w^{-2}dw$ is an exponential integral. Half switching gives

$$\frac{E_2(x)}x=\frac{\sqrt{\ln2}\,Q\tau_0}{E_a}.$$

For a triangular wave of amplitude $E_m$ and frequency $f$, the field climbs from zero to $E_m$ in a quarter period, so $Q=4E_mf$. The result requires $E_c<E_m$ and a completed previous reversal. I take $E_m=150$ kV/cm at all frequencies. At 1 kHz, $Q=6\times10^5$ kV/cm per second and the right side is $6.2\times10^{-7}$. A numerical root search gives $x=9.59$, hence $E_c=83.4$ kV/cm. The same procedure gives 51.3 kV/cm at 1 Hz and 136.2 kV/cm at 100 kHz. Even at 100 kHz a full half-cycle switches 99.999% of the area in this model, so the starting condition is met.

The disc geometry can be examined without the Poisson formula. I placed 40000 nuclei at random in a periodic square of side 20 µm, that is $N=100$ per µm², and found the nearest nucleus to each of 150000 random points. Half of the points lay within 47.01 nm; the formula $R=\sqrt{\ln2/(\pi N)}$ gives 46.97 nm. Integrating the wall speed in time until $R$ reached the simulated radius reproduced the three loop fields to 0.1 kV/cm.

Within this model, with wall tension neglected, a loop that crosses zero polarization near 83 kV/cm is therefore consistent with $E_a=800$ kV/cm: a crossing far below $E_a$ follows from the law itself and is no evidence for defects. The model does not show that defects are absent. It assumes starting nuclei that survive each reversal, and these may have to be held at defects.

**Two traps in frequency data**

The first is to fit $E_c\propto f^\beta$ and regard the small exponent as a sign of an almost fixed threshold. Let $h(x)=\int_x^\infty e^{-u}u^{-2}du=E_2(x)/x$, so $h'=-e^{-x}/x^2$. Since $h\propto Q$,

$$\frac{d\ln x}{d\ln Q}=\frac{h}{xh'}=-xe^xh=-e^xE_2(x).$$

With $E_c=E_a/x$ the sign reverses:

$$\beta=\frac{d\ln E_c}{d\ln Q}=e^xE_2(x)=\int_0^\infty\frac{e^{-xy}}{(1+y)^2}dy\approx\frac1{x+2}.$$

Here $w=1+y$, and for large $x$ only small $y$ matters, where $(1+y)^{-2}\approx e^{-2y}$. At fixed amplitude $Q\propto f$, so $\beta$ is also the frequency exponent. It is 0.057 at 1 Hz, 0.087 at 1 kHz and 0.131 at 100 kHz. The exponent is small because $E_c\ll E_a$, and it drifts, so a power law is a local description.

The second trap is to insert $1/f$ as the time in a Merz plot. From the 1 Hz and 1 kHz loops this would give

$$E_a^{\rm app}=\frac{\ln1000}{1/51.3-1/83.4}\ \text{kV/cm}\approx921\ \text{kV/cm},$$

15% above the value put in. The reason follows from $E_2(x)\approx e^{-x}/(x+2)$, which makes

$$\ln f\approx\text{const}-x-\ln[x(x+2)].$$

A plot of $\ln f$ against $1/E_c$ should have slope $-E_a$, but the last logarithm steepens it. For large $x$ the ramp acts like a pulse of length $E_c^2/(E_aQ)$, the time the field needs to change $E_a/E$ by about one. That time contains $E_c$ and is not simply proportional to $1/f$. Fitting the ramp equation removes the bias.

**Where the law itself stops**

The manuscript might reply that some field must exist at which the old state loses stability altogether. It does in a homogeneous mean-field model, but it is a different quantity. Take the Landau relation $E=-aP'+\beta_LP'^3$ for a uniform polarization $P'$, with zero-field values $\pm P$, so $\beta_L=a/P^2$. The inverse susceptibility at $P'=\pm P$ is $-a+3a=2a=1/(\varepsilon_0\chi)$. The negative branch ends where $dE/dP'=0$, at $P'=-P/\sqrt3$, and there

$$E_L=\frac{aP}{\sqrt3}-\frac{aP}{3\sqrt3}=\frac{2aP}{3\sqrt3}=\frac{P}{3\sqrt3\,\varepsilon_0\chi}.$$

For $P=30$ µC/cm² and relative permittivity 300 ($\chi=299$) this is about 220 kV/cm. It is a rough figure: it assumes a second-order Landau form and uses the full permittivity. If moving walls contribute to that permittivity, the smaller lattice value should be used, which raises the estimate: within the same Landau form, a lattice permittivity of 100 would give about 660 kV/cm, and one of 80 about 825 kV/cm. The form of the free energy matters as well: $E=-aP'+\gamma P'^5$ with the same $P$ and $\chi$ gives values about 30% lower. The limit is therefore uncertain by a large factor and has no fixed relation to $E_a$. It is set by the free energy of the uniform crystal, not by the slope of a Merz plot.

The nucleus picture itself breaks down near $E_a$. With $b=0.4$ nm and $T=300$ K, inverting the formula for $E_a$ gives $\sigma=12.6$ mJ/m² for $m=1$ and 21.8 mJ/m² for $m=3$. The critical radius is then 3.7 or 6.4 nm at the 1 ms coercive field, but 0.26 or 0.45 nm at $E_a$, about one layer thickness or less. A continuum disc has no clear meaning there. $E_a$ is best read as a slope obtained at lower fields, not as a field at which the film need ever be operated.

**Bearing on a real film**

The parameters are round numbers in the rough regime of a 200 nm lead zirconate titanate capacitor, for which loop coercive fields of several tens to about a hundred kV/cm are reasonable. The values of $\tau_0$ and $N$ are choices; once $\tau_0$ is fixed, $N$ does not affect $E_c$ as long as wall tension is neglected. Real films break several assumptions, and the shifts below are each computed with the others left out.

- **Wall tension.** A cylindrical domain of radius $R$ with wall energy $\sigma_w$ per area has the energy $2\pi R\sigma_w-2PE\pi R^2$ per film thickness. Its derivative vanishes at $E=\sigma_w/(2PR)$, so the wall's pull acts like an opposing field of that size. For an assumed $\sigma_w=100$ mJ/m² and $R=47$ nm this is about 35 kV/cm, which is not small beside the 1 ms coercive field. It raises $E_c$, makes it depend on the size and spacing of the starting domains, and can shrink small domains between pulses. If the wall follows the same law in the net field, domains that start at 30 nm radius, and so already cover a quarter of the area, need about 102 instead of 53 kV/cm to reach half switching in 1 ms. On the 1 kHz ramp they need about 125 kV/cm, and domains of 20 nm or less collapse before the field can grow them. The coercive fields computed here apply only where the pull at the starting radius, where it is largest, is small beside the applied field. With $\sigma_w=10$ mJ/m² the pull at 47 nm is only 3.5 kV/cm, yet domains that start at 5 nm need about 77 kV/cm in 1 ms. The pulse counts are more sensitive, because the wall speed depends exponentially on the net field: they require a pull small beside $E^2/E_a$, which is about 4 kV/cm at the disturb field. With the wall energy assumed here they fail. Domains below about 30 nm radius could not grow at 56 kV/cm at all, and one of 47 nm would feel a net field of only about 21 kV/cm, which slows its wall by more than ten orders of magnitude.
- **Dead layer.** Suppose a 0.5 nm interface layer of permittivity 50 carries no switchable polarization and no compensating charge. Voltage addition and continuity of displacement give a depolarizing field of 16.7 kV/cm at full polarization. Taken as proportional to the mean polarization of the film, it aids the applied field at first and opposes it after half switching. Integrating $dt=\tau_0e^{E_a/E_{\rm film}}ds$ numerically for 1 ms moves the 50% point from 57.1 to 51.3 kV/cm and the 90% point from 59.7 to 67.0 kV/cm.
- **Unequal regions.** If independent regions have a Gaussian spread of $E_a$ with 20% standard deviation, the 1 ms midpoint hardly moves (56.7 kV/cm), but the 10–90% range widens to 42.0–71.8 kV/cm. The sharp step is then largely lost.
- **Another creep law.** Replace $E_a/E$ by $(E_0/E)^{1/2}$ and match the time and its slope at the 1 µs point. The 1 s coercive field becomes 28.9 instead of 38.3 kV/cm. Long extrapolations depend on the exponent.
- **Temperature.** At 85 °C, with $\sigma$, $P$ and $\tau_0$ held fixed, $E_a$ falls to 670 kV/cm and the 1 ms coercive field to 47.9 kV/cm. A full reversal at the 1 µs coercive field, which takes longer than 1 µs, releases the heat $2PE_c$ per volume. This warms the film by about 2.3 K if no heat escapes and the heat capacity is roughly 3 J/(cm³ K); the half reversal reached in 1 µs releases half as much.
- **Circuit and breakdown.** For a 20 µm square and 50 Ω in series, supplying the charge of a full reversal from a 2.26 V source takes at least 5.3 ns, small beside 1 µs but not beside $\tau_0$. With a rough breakdown field of 1000 kV/cm, operation at $E_a$ would leave little margin.

**Requested revision.** The value 800 kV/cm should be reported as an activation field, with the field range of the fit. Each coercive field should carry its pulse length, or its waveform, amplitude and frequency, together with the switched fraction that defines it. The disturb claim should be withdrawn or replaced by a measurement with the intended number of pulses and the intended rest between them.
